Noncollinear exchange-correlation kernels where the magnetization vanishes

**1. A small spiral**

Consider a uniform density carrying a weak magnetization m(x). Let its energy density be, with constants A and C,

e = ½A|m|² + C(d|m|/dx)².

The first term stands for a local functional, the second for a gradient correction built on the length of m. Take three magnetizations of small amplitude a:

m₁ = a(cos kx, 0, 0), m₂ = a(0, sin kx, 0), m₁ ± m₂ = a(cos kx, ±sin kx, 0).

Averaged over a period, m₁ and m₂ each have local energy ¼Aa² and gradient energy ½Ca²k². The spirals m₁ ± m₂ have constant length a. Their local energy is ½Aa², but their gradient energy is zero.

A kernel is the bilinear form behind the second-order energy Q. Any such Q obeys the parallelogram law

Q(m₁+m₂) + Q(m₁−m₂) = 2Q(m₁) + 2Q(m₂).

The local term gives Aa² on both sides. The gradient term gives 0 on the left and 2Ca²k² on the right. The mismatch has the same relative size however small a is, so at m = 0 the gradient term has no kernel. The local term has one, although its usual formula breaks down there.

**2. The local contribution**

Atomic units are used, and s = |m|. In a four-component calculation n = Σψ†ψ and m = Σψ†Σψ, where the first sum runs over occupied spinors and the inner Σ is the vector of 4×4 spin matrices. Time reversal flips the spin of a spinor, so the two members of a Kramers pair cancel and a closed shell has m = 0 everywhere. The functional E_xc[n,m] is assumed invariant under global rotations of m, with space held fixed.

For a local functional e(n,s), use ∂s/∂m_i = m̂_i, with m̂ = m/s, and ∂m̂_i/∂m_j = (δ_ij − m̂_i m̂_j)/s. Subscripts n and s on e denote derivatives. The first derivative is e_s m̂_i; differentiating again gives

K_ij = e_ss m̂_i m̂_j + (e_s/s)(δ_ij − m̂_i m̂_j),
∂²e/∂n∂m_i = e_ns m̂_i.

The longitudinal part changes the length of m. The transverse part turns m, and is the spin-flip part for a collinear reference. At s = 0 the direction m̂ is undefined and e_s/s reads 0/0.

Exchanging up and down spin changes s into −s and leaves the energy unchanged, so e is even in s. If it is also smooth there at fixed n > 0, then

e_s = s e_ss(n,0) + O(s³), e_ns = O(s).

Both coefficients in K_ij tend to e_ss(n,0), the undefined projectors cancel, and the mixed block vanishes:

K_ij → δ_ij e_ss(n,0).

In spin densities n↑ = (n+s)/2 and n↓ = (n−s)/2, so ∂/∂s = ½(∂↑ − ∂↓). With f↑↑ = f↓↓ at a closed shell,

e_ss(n,0) = ¼(f↑↑ − 2f↑↓ + f↓↓) = ½(f↑↑ − f↑↓).

The spin-flip energy is ½e_ss(m_x² + m_y²) = ½e_ss m₊m₋, where m± = m_x ± i m_y. Its coefficient is the collinear spin-spin kernel.

For local exchange, spin scaling gives e = ½[ε(n+s) + ε(n−s)], with ε(ρ) = −(3/4)(3/π)^(1/3) ρ^(4/3). Therefore

e_ss(n,0) = ε″(n) = −(1/3)(3/π)^(1/3) n^(−2/3).

At n = 0.10 bohr⁻³ this is −1.524 hartree bohr³. To see how the limit is approached, expand the quotient:

e_s/s = [ε′(n+s) − ε′(n−s)]/(2s) = ε″ + s²ε⁗/6 + …

Since ε″ ∝ n^(−2/3), two more derivatives give ε⁗ = (10/9)ε″/n², and

e_s/s = ε″(n)[1 + (5/27)(s/n)² + …].

The small parameter is s/n, not s. At s/n = 0.9 the full quotient is 1.29 times the closed-shell value, however small both densities are. A switch to the limiting formula must therefore test s/n.

The raw quotient needs such a switch because it subtracts nearly equal numbers. At 20 equally spaced values of s/n from 10⁻¹³ to 2×10⁻¹², its largest relative error was 1.9×10⁻³. That is an error of arithmetic, not of the functional. For local exchange it can also be avoided without a switch. With α = (n+s)^(1/3) and β = (n−s)^(1/3), the identity α³ − β³ = 2s gives e_s/s = −(3/π)^(1/3)/(α² + αβ + β²), which contains no such subtraction.

**3. What a closed-shell kernel must look like**

Suppose that a second derivative exists at m = 0, for a functional that may be nonlocal or contain gradients:

Q[m] = ½∬ Σ_ij m_i(r) K_ij(r,r′) m_j(r′) dr dr′.

A spin rotation by π about z reverses m_x and m_y but not m_z. Invariance then forces the xz, yz, zx and zy elements to vanish. A rotation by π about x removes xy and yx as well. Quarter turns make the diagonal elements equal, so

K_ij(r,r′) = δ_ij K(r,r′).

The closed-shell spin-flip kernel is again the collinear spin-spin kernel K. The result rests on the existence of the second derivative, which the spiral has already put in doubt for gradient terms.

**4. The gradient contribution at a closed shell**

For a GGA exchange functional, let ε(ρ,σ) be the unpolarized energy density, with σ the squared density gradient. Spin scaling gives

e = ½Σ_± ε(n±s, |∇n±∇s|²).

Write q = ∇n·∇s. The arguments change by δρ = ±s and δσ = ±2q + |∇s|². In the half-sum, terms odd in the sign cancel, leaving at second order

e₂ = ½ε_ρρ s² + 2ε_ρσ s q + 2ε_σσ q² + ε_σ|∇s|²,

with derivatives taken at (n, |∇n|²). By section 3, a true quadratic form would be the sum of e₂ over the components of m:

e₂ = ½ε_ρρ|m|² + Σ_i [2ε_ρσ m_i ∇n·∇m_i + 2ε_σσ(∇n·∇m_i)² + ε_σ|∇m_i|²].

The prescription examined here instead inserts s = |m| and ∇s = Σ_i m̂_i∇m_i into the collinear functional. For m = (u,v,0), define

w = (u∇v − v∇u)/s, where s∇s = u∇u + v∇v.

Squaring both combinations and adding cancels the cross terms ±2uv∇u·∇v, so

|∇s|² = |∇u|² + |∇v|² − |w|².

The same algebra for components along ∇n gives q² = (∇n·∇u)² + (∇n·∇v)² − (∇n·w)². The product sq = ∇n·(u∇u + v∇v) is already additive. The prescription therefore misses part of the quadratic form:

Q(u,v) − Q(u) − Q(v) = −∫[ε_σ|w|² + 2ε_σσ(∇n·w)²] dr.

With m = s(cos φ, sin φ, 0), w = s∇φ. The missing energy belongs to changes in the direction of m, which ∇|m| does not see. Replacing v by −v only reverses w, so the defect D on the right is the same for both signs. The parallelogram law fails by 2D whenever D is nonzero.

Along one fixed spin axis w = 0, and the collinear second derivative is correct. Using that K for each spin component separately gives the rotation-invariant closed-shell kernel. This defines a consistent response, but it is not the second derivative of the energy written with |m|.

**5. Approaching zero from an open shell**

Now let the reference be m = s ẑ with s > 0, and add a transverse u with |u| much smaller than s. Then

|m| = √(s²+u²) = s + u²/(2s) + O(u⁴/s³).

The length changes only at second order in u, so the first derivative with respect to length suffices:

ΔE = ∫ B_xc u²/(2s) dr, B_xc = δE_xc/δs,
K_⊥(r,r′) = [B_xc(r)/s(r)] δ(r−r′).

On a slab with PBE exchange, the curvature found by tilting m directly agrees with this formula: both give −4.67614 hartree bohr⁴.

Let the reference shrink with fixed shape, s = λs₀. To first order B_xc = λKs₀, with K the collinear closed-shell operator, so

K_⊥ → (Ks₀)/s₀.

If K is multiplication by a function, s₀ cancels and the limit is unique. The GGA exchange operator contains derivatives acting on s₀, so its limit can depend on the shape of s₀. For uniform n, varying e₂ with respect to s gives

(Ks₀)/s₀ = ε_ρρ − 2ε_σ∇²s₀/s₀.

In the slab example n = 0.10(1 + 0.2 cos kx) bohr⁻³, the period is L = 4 bohr, and s₀ = 1 + a cos kx. At x = L/2 both n′ and s₀′ vanish. The nonuniform density then adds a shift independent of a, and the shape enters through

s₀″/s₀ = k² a/(1−a).

The values there are −1.970 for a = 0 and −1.364 for a = 0.5, a difference of 0.606 hartree bohr³. Since a/(1−a) is 1 at a = 0.5 and 19 at a = 0.95, the last shape should give −1.970 + 19×0.606 = 9.54. The computed value is 9.549. The kernel has changed sign, and it grows without bound as a → 1. The local value is −1.768 for all three shapes.

**6. A nodal plane: the first derivative fails too**

Let n be uniform, m_z = gx near a plane with g > 0, and add a constant transverse magnetization η. With t = gx/|η|,

|m| = |η|√(1+t²), (d|m|/dx)² = g²t²/(1+t²).

However small η is, the squared gradient drops from g² to zero at the plane. The affected layer has width of order |η|/g. Inside it |m| is of order |η|, so its direct effect on e is of higher order. With dx = (|η|/g)dt, the leading change per area is

ΔE = (|η|/g)∫[ε(n, g²t²/(1+t²)) − ε(n, g²)] dt.

For small g, expand ε to first order in σ. The bracket becomes −ε_σg²/(1+t²), whose integral is −πε_σg², so

ΔE ≈ −πε_σ g|η|.

This is a cusp. The transverse exchange field is undefined at η = 0, and the second difference [ΔE(η)+ΔE(−η)]/η² diverges as 1/|η|. PBE exchange has ε_σ < 0, so the cusp points down, with its minimum at the collinear state.

For g = 0.0785 bohr⁻⁴ and n = 0.10 bohr⁻³, the integral gives a slope of 0.02184 hartree bohr and the direct energy difference gives the same to this accuracy. The small-gradient form gives 0.0225, about 3% more.

A local energy depends smoothly on s² = m_z² + η² and changes as η². So does the PBE form with Σ_i|∇m_i|² in place of |∇|m||² in this geometry, because a constant η leaves that sum unchanged. The computed powers of η are 2.000 for both, against 0.999 for the form with ∇|m|.

The two contributions can be weighed roughly. Over a layer of thickness ℓ the local energy is about ½×1.52 ℓη² in magnitude, against 0.0218|η| for the cusp. For ℓ = 2 bohr this estimate makes them equal near η = 0.0218/1.52 ≈ 0.014 bohr⁻³. At such η the cusp energy has already fallen below its linear law, and integrating the energy for m_z = gx over the 2 bohr places the crossing near 0.012 bohr⁻³. Below that the gradient term dominates, although it is only a correction to the energy itself.

**7. Correlation**

PBE correlation depends on n, s and |∇n|, but not on ∇s; a numerical test confirmed that changing ∇s leaves it unchanged. It is even in s and, at fixed n > 0, smooth near s = 0, so the argument of section 2 applies with |∇n| as a further parameter. It contributes to the closed-shell kernel but adds nothing to the defect, the shape dependence or the cusp. Other correlation functionals must be checked for ∇s.

**8. The contributions weighed in beryllium**

The density is that of the closed-shell beryllium atom from a nonrelativistic PBE/cc-pVTZ calculation. The trial magnetizations are products of the 2s orbital with two orthogonal 2p orbitals, placed on spin axes x and y:

u = φ₂s φ₂p,x, v = φ₂s φ₂p,y.

Write u = Fx and v = Fy, with F spherical. The terms in ∇F cancel in u∇v − v∇u = F²(x∇y − y∇x). This vector is tangential while ∇n is radial, so ∇n·w = 0. Its squared length is F⁴(x²+y²), and s² = F²(x²+y²), so |w|² = F² and

D = −∫ε_σF² dr > 0.

The second-order exchange energies, for unit amplitude inside a sphere of 10 bohr, are as follows.

- PBE, one axis: −0.014297 hartree. A quadratic form requires twice this for both axes, −0.028595 (from unrounded values).
- PBE with ∇|m|, both axes together: −0.025629 hartree.
- LDA, both axes together: −0.026736 hartree, additive to within 10⁻⁹ hartree.

The defect is −0.025629 + 0.028595 = 0.002966 hartree, or 80.7 meV, which is 10.4% of the magnitude of the required sum. The formula for D gives the same value.

The comparison with LDA is more telling. The gradient correction required by a quadratic form is −0.028595 + 0.026736 = −0.001859 hartree. The form with ∇|m| gives −0.025629 + 0.026736 = +0.001107 hartree, so the defect reverses the sign of the exchange gradient correction. This holds for exchange alone. The gradient part of PBE correlation, measured from PW92 local correlation, adds −0.0043 hartree and has no defect; with it the correction goes from −0.0062 to −0.0032 hartree, roughly halved but not reversed.

These are exchange-kernel energies for chosen trial functions, not excitation energies. Apart from that last comparison, correlation in the kernel is left out, and spin-orbit coupling is left out throughout. With spin-orbit coupling a trial response can carry several components of m at once, which is the situation in which the defect can appear. The digits belong to the cc-pVTZ basis. In aug-cc-pVQZ the second-order energies shrink in magnitude by about 1.5% and the defect becomes 0.002917 hartree (79.4 meV, 10.3%), while the exchange gradient corrections, −0.00187 and +0.00105 hartree, keep their opposite signs. The numerical output below gives the remaining cc-pVTZ digits.

Calculated quantities

```
LDA exchange, density n = 0.10 bohr^-3
closed-shell spin kernel = -1.52359 hartree bohr^3
at |m| = 0.05385 bohr^-3: longitudinal -1.84728, transverse -1.61970 hartree bohr^3
transverse kernel / closed-shell value at s/n=0.9: 1.2907
worst relative error of raw quotient, s/n = 1e-13 to 2e-12: 1.9e-03
Slab: period 4.0 bohr, n = 0.10(1+0.2 cos kx) bohr^-3
transverse curvature: direct -4.67614, from B/s -4.67614 (hartree bohr^4 for unit amplitude)
s shape 1+0.00 cos kx, at x=L/2: PBE -1.9701, LDA -1.7680 hartree bohr^3
s shape 1+0.50 cos kx, at x=L/2: PBE -1.3638, LDA -1.7680 hartree bohr^3
s shape 1+0.95 cos kx, at x=L/2: PBE 9.5489, LDA -1.7680 hartree bohr^3
Nodal plane: uniform n = 0.10, M = 0.05 bohr^-3, slope g = 0.07854 bohr^-4
cusp slope: direct 0.021838, integral 0.021840, small-gradient form 0.022512 hartree bohr
power of transverse field, PBE with grad|m|: 0.9987
power of transverse field, LDA: 2.0000
power of transverse field, PBE with sum_i|grad m_i|^2: 2.0000
Be, PBE/cc-pVTZ density, sphere 10 bohr: 3.99990 electrons
orbital energies 2s -0.20622, 2p -0.07367 hartree
PBE exchange second order, spin x only: -0.014297 hartree
PBE exchange second order, spin y only: -0.014297 hartree
sum required by a quadratic form: -0.028595 hartree
both together, using grad|m|: -0.025629 hartree
additivity defect, direct: 0.002966 hartree = 80.70 meV
additivity defect, formula: 0.002966 hartree
defect / size of required sum: 10.37 %
LDA: x only -0.013368, both -0.026736 hartree
LDA additivity defect: -3.5e-10 hartree
share of spin-x energy from r > 8 bohr: 0.07 %
```
